# How lattice defects help acoustic phonons cool doped graphene, part 1

(Sections cited here and not found follow in the second part.)

## First half: phonons, defects and the combined amplitude

Electrons in doped graphene are heated to a temperature $T_e$ above the lattice temperature $T_l$. At low energies they cool by emitting acoustic phonons, but momentum conservation restricts which phonons they can emit. A defect can take up momentum and relax that restriction. The problem is to find how much power the electrons then lose, and for which kind of defect.

The algebra uses atomic units, so $\hbar=1$, and temperatures are written as energies. The band is linear with velocity $v$, and the material is electron doped with Fermi energy $\mu=vk_F$. Longitudinal acoustic phonons have frequency $\omega=sq$ with sound velocity $s\ll v$. Electrons and phonons are each in internal equilibrium, with

$$sk_F\ll T_e,T_l\ll\mu .$$

The disorder is weak, $k_Fl\gg1$, where $l$ is the transport mean free path. Each defect is treated in the Born approximation, that is, to first order in its strength.

The two valleys are labelled $\eta=\pm1$. In the basis of the sublattices A and B, the Hamiltonian at momentum $\mathbf p$, measured from the valley centre, is

$$H_\eta(\mathbf p)=\begin{pmatrix}0&h_\eta(\mathbf p)\\ h_\eta^*(\mathbf p)&0\end{pmatrix},\qquad h_\eta(\mathbf p)=v(\eta p_x-ip_y).$$

Since $H_\eta^2=v^2p^2$, the energies are $\pm vp$. The conduction state is

$$\chi=\frac1{\sqrt2}\begin{pmatrix}1\\ h_\eta^*/|h_\eta|\end{pmatrix}.$$

Acting with $H_\eta$ gives $|h_\eta|\chi$, as required. Both components have modulus $1/\sqrt2$ in every direction.

### (a) The phonon vertex

*Question.* A lattice displacement $\mathbf u(\mathbf r)$ shifts the electron energy by $D\,\nabla\cdot\mathbf u$. The mass per area is $\rho$ and the sample area is $\Omega$. Find the squared matrix element for emitting one phonon of momentum $\mathbf q$ into an empty mode, apart from the overlap of the electron spinors.

*Solution.* Expand the longitudinal displacement in plane waves,

$$\mathbf u(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf q}\hat{\mathbf q}\,Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}.$$

The displacement is real and $\hat{\mathbf q}$ changes sign with $\mathbf q$, so $Q_{-\mathbf q}=-Q^\dagger_{\mathbf q}$. The lattice energy is

$$\frac\rho2\sum_{\mathbf q}\left(\dot Q^\dagger_{\mathbf q}\dot Q_{\mathbf q}+\omega^2Q^\dagger_{\mathbf q}Q_{\mathbf q}\right).$$

Each mode has ground-state energy $\omega/2$, and half of it is potential energy. Hence $\rho\omega^2\langle Q^\dagger_{\mathbf q}Q_{\mathbf q}\rangle/2=\omega/4$, or

$$\langle Q^\dagger_{\mathbf q}Q_{\mathbf q}\rangle=\frac1{2\rho\omega}.$$

The operator with this ground-state value and the required reality condition is

$$Q_{\mathbf q}=\frac{b_{\mathbf q}-b^\dagger_{-\mathbf q}}{\sqrt{2\rho\omega}}.$$

The divergence multiplies each plane wave by $i\mathbf q\cdot\hat{\mathbf q}=iq$. Emission into an empty mode therefore has the squared matrix element

$$\frac{D^2q^2}{2\rho\omega\Omega}=\frac{D^2\omega}{2\rho s^2\Omega}=\frac{g^2\omega}{\Omega},\qquad g^2=\frac{D^2}{2\rho s^2}.$$

The middle step used $q^2=\omega^2/s^2$. If the mode holds $N$ phonons, emission gains a factor $N+1$ and absorption has a factor $N$.

This vertex is the identity matrix on the sublattices. It also conserves the valley, because thermal acoustic phonons carry far less momentum than the distance between valleys. Here $D$ is a constant effective coupling that includes screening. Coupling through strain-induced gauge fields is left out.

### (b) Cooling without help from defects

*Question.* Find the power per area $P_0$ carried by ordinary one-phonon collisions when both temperatures are far above $sk_F$.

*Solution.* An electron goes from $\mathbf k$ to $\mathbf k'$ and emits $\mathbf q=\mathbf k-\mathbf k'$. Because $T_e$ and $\omega$ are both far below $\mu$, both momenta lie close to the Fermi circle. With $\theta$ the angle between them,

$$q=2k_F|\sin(\theta/2)|,\qquad \omega\le2sk_F.$$

As long as $T_e\ll\mu$, heating the electrons does not lift this bound, and ordinary collisions emit only these soft phonons.

The density of states per spin and valley follows from

$$\int\frac{d^2k}{(2\pi)^2}=\int\frac{k\,dk}{2\pi}=\int\frac{\varepsilon\,d\varepsilon}{2\pi v^2},\qquad \nu_1=\frac{\mu}{2\pi v^2}=\frac{k_F}{2\pi v}.$$

Next comes the balance between emission and absorption. Let $\varepsilon'=\varepsilon-\omega$, let $f$ and $f'$ be the Fermi occupations at $\varepsilon$ and $\varepsilon'$, and define $a=e^{(\varepsilon-\mu)/T_e}$ and $b=e^{(\varepsilon'-\mu)/T_e}$. Then $a=be^{\omega/T_e}$ and

$$f'-f=\frac{a-b}{(1+a)(1+b)}=\frac{b(e^{\omega/T_e}-1)}{(1+a)(1+b)}.$$

Let $n(\omega,T)=1/(e^{\omega/T}-1)$, and abbreviate $n_e=n(\omega,T_e)$ and $n_l=n(\omega,T_l)$. Since $f(1-f')=b/[(1+a)(1+b)]$ and $f'(1-f)=a/[(1+a)(1+b)]$,

$$f(1-f')=n_e(f'-f),\qquad f'(1-f)=(n_e+1)(f'-f).$$

The function $f'$ is the Fermi step $f$ shifted upward by $\omega$, so $\int(f'-f)\,d\varepsilon=\omega$. The mode occupation is $N=n_l$. The net number of emissions is therefore weighted by

$$\int d\varepsilon\,[f(1-f')(n_l+1)-f'(1-f)n_l]$$
$$=\omega[n_e(n_l+1)-(n_e+1)n_l]=\omega(n_e-n_l).$$

It vanishes at equal temperatures, as detailed balance requires.

The spinor overlap is $|\chi'^\dagger\chi|^2=\cos^2(\theta/2)$. In the golden rule there are four spin and valley copies, a factor $2\pi$, two densities of states, the squared vertex $g^2\omega$ and the transferred energy $\omega$. Thus

$$P_0=8\pi g^2\nu_1^2\left\langle\omega^3(n_e-n_l)\cos^2(\theta/2)\right\rangle_\theta .$$

For $\omega\ll T$ the Bose function is $n=T/\omega-1/2+\omega/(12T)+\dots$. Its leading difference is $(T_e-T_l)/\omega$. Also,

$$\langle\omega^2\cos^2(\theta/2)\rangle_\theta=(sk_F)^2\langle4\sin^2(\theta/2)\cos^2(\theta/2)\rangle_\theta$$
$$=(sk_F)^2\langle\sin^2\theta\rangle_\theta=\frac{(sk_F)^2}{2}.$$

The result is

$$P_0=4\pi g^2\nu_1^2(sk_F)^2(T_e-T_l).$$

The power grows linearly with temperature because the available phonon energies are fixed by $sk_F$, not by $T_e$.

### (c) A phonon and a defect in one transition

*Question.* An electron emits a phonon $\mathbf q$ and scatters from one defect, so that $\mathbf k'$ need not equal $\mathbf k-\mathbf q$. Write the amplitude, show that filled virtual states do not spoil it, and find the virtual propagator for $q\gg k_F$.

*Solution.* Let $W$ be the defect matrix in sublattice and valley space. Two time orders lead to the same final state.

If the phonon is emitted first, the virtual electron has momentum $\mathbf k-\mathbf q$ and the energy available to it is $\varepsilon-\omega=\varepsilon'$. If the defect acts first, the virtual momentum is $\mathbf k'+\mathbf q$ and the available energy is $\varepsilon$. With $G(E,\mathbf p)=[E-H(\mathbf p)]^{-1}$, the amplitude is

$$M=\chi'^\dagger\left[W\,G(\varepsilon',\mathbf k-\mathbf q)+G(\varepsilon,\mathbf k'+\mathbf q)\,W\right]\chi .$$

The factors $g\sqrt{\omega/\Omega}$ from the phonon and $1/\Omega$ from the defect are kept outside $M$.

Some virtual states are filled, in particular those of the valence band. Take a filled state $m$ with energy $E_m$ in the first term. The electron at $\mathbf k$ cannot enter it. Instead, the electron in $m$ can first be scattered by the defect to $\mathbf k'$, after which the electron at $\mathbf k$ emits the phonon and fills the hole.

The energy of the two electrons is initially $\varepsilon+E_m$ and in the intermediate state $\varepsilon+\varepsilon'$. The denominator is therefore $E_m-\varepsilon'$, which is minus the one-electron denominator $\varepsilon'-E_m$. The final state has the two electrons exchanged, which supplies another minus sign. The product is the same as if $m$ had been empty. The second term works in the same way, so the one-electron sum stands.

Absorption is the reverse transition. For Hermitian $W$ its amplitude is the complex conjugate of $M$, with the same two energies in the denominators. Emission and absorption therefore share the same $|M|^2$.

Because $H^2=v^2p^2$, the propagator can be written as

$$G(E,\mathbf p)=\frac{E+H(\mathbf p)}{E^2-v^2p^2}.$$

For $q\gg k_F$ the virtual momentum has size about $q$, while $E$ is close to $vk_F$. The leading part is

$$G(E,\mathbf p)\simeq-\frac{H(\mathbf p)}{v^2p^2}.$$

It is odd in $\mathbf p$. The two time orders have virtual momenta near $-\mathbf q$ and $+\mathbf q$, so their leading propagators have opposite signs. Whether they cancel depends on $W$.

### (d) A smooth scalar defect

*Question.* Suppose the defect potential is smooth on the scale of the lattice but short compared with the phonon wavelength. It then acts as $W=u\,\mathbb 1$ within one valley. Find the mean square of $M$ over all directions for $q\gg k_F$.

*Solution.* The identity matrix commutes with everything, so the leading terms sum to

$$-\frac{u}{v^2q^2}[H(-\mathbf q)+H(\mathbf q)]=0 .$$

The next order in $k_F/q$ is needed. Take $\eta=+1$, where $H(\mathbf p)=v\boldsymbol\sigma\cdot\mathbf p$ and $\boldsymbol\sigma$ holds the Pauli matrices $\sigma_x,\sigma_y$. For a small vector $\boldsymbol\kappa$,

$$\frac{\mathbf q+\boldsymbol\kappa}{|\mathbf q+\boldsymbol\kappa|^2}\simeq\frac{\mathbf q}{q^2}+\frac{\boldsymbol\kappa-2\hat{\mathbf q}(\hat{\mathbf q}\cdot\boldsymbol\kappa)}{q^2}.$$

Use this with $\boldsymbol\kappa=\mathbf k'$ for the second time order. For the first, write $\mathbf k-\mathbf q=-(\mathbf q-\mathbf k)$ and set $\boldsymbol\kappa=-\mathbf k$. The terms $\mathbf q/q^2$ cancel and the rest adds to

$$\mathbf R=\frac{\mathbf K-2\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf K)}{q^2},\qquad \mathbf K=\mathbf k+\mathbf k'.$$

The parts of $G$ proportional to $E$ add $-(\varepsilon+\varepsilon')/(v^2q^2)\simeq-2k_F/(vq^2)$. Hence

$$M\simeq-\frac uv\,\chi'^\dagger\left[\boldsymbol\sigma\cdot\mathbf R+\frac{2k_F}{q^2}\right]\chi .$$

The vector $\mathbf K-2\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf K)$ is $\mathbf K$ reflected in a line perpendicular to $\mathbf q$. Its length is $K$, and it points uniformly in all directions as $\hat{\mathbf q}$ turns. The cross term between $\boldsymbol\sigma\cdot\mathbf R$ and the constant thus averages to zero.

If $\phi$ and $\phi'$ are the angles of $\mathbf k$ and $\mathbf k'$, then $\chi'^\dagger\sigma_x\chi=(e^{i\phi}+e^{-i\phi'})/2$ and $\chi'^\dagger\sigma_y\chi=-i(e^{i\phi}-e^{-i\phi'})/2$. Their squared moduli add to one, so the mean square of $\chi'^\dagger\boldsymbol\sigma\cdot\mathbf R\chi$ over $\hat{\mathbf q}$ is $R^2/2$. With $K^2=4k_F^2\cos^2(\theta/2)$, the average over $\theta$ is

$$\left\langle\frac{R^2}{2}\right\rangle=\frac{k_F^2}{q^4}.$$

The constant contributes $(4k_F^2/q^4)\langle\cos^2(\theta/2)\rangle=2k_F^2/q^4$. Therefore

$$\langle|M|^2\rangle_{\rm smooth}=\frac{3u^2k_F^2}{v^2q^4}.$$

The other valley follows by reversing $p_x$ and gives the same average. The cancellation rests on $H$ being odd in momentum. Quadratic terms of the lattice band, left out here, would leave a remainder of their own.

### (e) A defect on one lattice site

*Question.* Now let the defect shift the energy of a single A site. Find the leading mean square of $M$ for scattering within a valley and between valleys.

*Solution.* Such a defect acts on the A component alone. If the site energy is shifted by $U$ and the unit cell has area $\Omega_c$, the strength is $u=U\Omega_c$. A single site cannot distinguish the valleys, so it couples them as strongly as it couples states within one valley. Phases that depend on its position multiply the whole amplitude and drop out of $|M|^2$.

Use the leading propagator and $h_\eta(-\mathbf q)=-h_\eta(\mathbf q)$. The first time order needs the A component of $G(-\mathbf q)\chi$, and the second needs the A component of the row $\chi'^\dagger G(\mathbf q)$. This gives

$$M\simeq\frac{u}{v^2q^2}\left[\chi_A'^*\,h_\eta(\mathbf q)\,\chi_B-\chi_B'^*\,h_{\eta'}^*(\mathbf q)\,\chi_A\right].$$

The two terms contain different spinor components, so the sign change in $G$ no longer makes them cancel. Each product of two spinor components has modulus $1/2$ and $|h(\mathbf q)|=vq$. Each term in the bracket therefore has squared modulus $v^2q^2/4$. The phase of the first turns with the direction of $\mathbf k$ and that of the second with the direction of $\mathbf k'$. The cross term averages to zero, and

$$\langle|M|^2\rangle_{\rm site}=\frac{u^2}{v^4q^4}\left(\frac{v^2q^2}{4}+\frac{v^2q^2}{4}\right)=\frac{u^2}{2v^2q^2}.$$

The result holds for either final valley. A defect on B gives the same value, because exchanging the sublattices only exchanges the roles of the two components.

For equal $u$ and one final valley, the smooth defect is weaker by $6k_F^2/q^2$ in mean square. Tests on a honeycomb lattice reproduce both amplitude laws to about 0.2% of their values.

## Second half: the power and its limits

The symbols carried over are these. Electrons at temperature $T_e$ and acoustic phonons at $T_l$ have velocities $v$ and $s$, with $\omega=sq$ and $\hbar=1$. The Fermi momentum is $k_F$, the Fermi energy is $\mu=vk_F$, and $\nu_1=k_F/(2\pi v)$ is the density of states per spin and valley. The squared phonon vertex is $g^2\omega/\Omega$, with $g^2=D^2/(2\rho s^2)$ and sample area $\Omega$.

Four results are needed:

- Ordinary collisions give $P_0=4\pi g^2\nu_1^2(sk_F)^2(T_e-T_l)$.
- Emission minus absorption, integrated over electron energy, gives $\omega(n_e-n_l)$, where $n_e$ and $n_l$ are Bose functions at $T_e$ and $T_l$.
- A one-site defect of strength $u$ gives the mean square amplitude $u^2/(2v^2q^2)$ for each final valley, when $q\gg k_F$.
- A smooth scalar defect gives $3u^2k_F^2/(v^2q^4)$, within one valley.

The one-site defects have total density $n_i$, lie at random, and occupy the two sublattices equally.

### (f) Defect strength and mean free path

*Question.* Express $n_iu^2$ through the transport mean free path $l$ produced by the same one-site defects.

*Solution.* In elastic scattering, a defect on A has the matrix element $u\chi_A'^*\chi_A/\Omega$, apart from a phase. Its square is $u^2/(4\Omega^2)$ for every initial and final direction. The same holds for B. The positions are random, so different defects add in probability and not in amplitude.

The transport rate weights each collision by $1-\cos\theta$, with $\theta$ the angle between the initial and final velocities. Spin is conserved, and there are two final valleys. The golden rule gives

$$\frac vl=2\pi n_i\,\frac{u^2}{4}\,2\nu_1\langle1-\cos\theta\rangle_\theta=\pi n_iu^2\nu_1 .$$

The cosine averages to zero because the scattering has no preferred direction. Inserting $\nu_1=k_F/(2\pi v)$,

$$n_iu^2=\frac{v}{\pi\nu_1l}=\frac{v}{\pi l}\,\frac{2\pi v}{k_F}=\frac{2v^2}{k_Fl}.$$

The unknown density and strength enter the cooling power through the same product. It can therefore be replaced by $k_Fl$, provided these defects determine the mean free path. If smooth disorder also limits $l$, this replacement overestimates the product $n_iu^2$ of the sharp defects.

This part has found the power of ordinary phonon collisions, the mean square amplitudes for phonon emission assisted by smooth and one-site defects, and the link between one-site defect strength and the mean free path. It remains to find the defect-assisted power and its temperature dependence, compare it with ordinary cooling, and test the approximations with numbers for graphene.
